\section*{Why a converged energy does not certify a converged force}

\section{What symmetry and dimensions allow}

A self-consistency cycle turns an input density $n_{\rm in}$ into an output density $n_{\rm out}$. Let $n_*$ be the self-consistent density and $e=n_{\rm in}-n_*$ the input error. Reverse the sign of $e$. If the energy is stationary at $n_*$, a term linear in $e$, which would change sign, is absent, and the energy error starts with a term even in $e$. The force is a derivative with respect to a nuclear coordinate $R$. Nothing makes it stationary in the density, so a linear term is allowed.

Dimensions suggest its form. The difference $\delta v$ between the potentials of the output and the input density is an energy. To give a force it must be integrated over volume against a quantity with dimension $1/(\text{volume}\times\text{length})$ that transforms like a displacement of the nucleus. The response $dn_*/dR$ is such a quantity, which suggests
\begin{equation}
F-F_*\simeq\int\delta v(\mathbf r)\,\frac{dn_*(\mathbf r)}{dR}\,d^3r .
\label{eq:guess}
\end{equation}
This argument fixes neither the sign nor the factor, and other kernels and other potential differences, such as that between $n_{\rm in}$ and $n_*$, have the same dimensions. The proof below settles both points.

Spatial symmetry can remove the term. Suppose a reflection leaves the nuclei and $n_{\rm in}$ unchanged but reverses the displacement $dR$. Then $\delta v$ is even, $dn_*/dR$ is odd, and the integral vanishes. The force component itself vanishes too, so its apparent convergence says nothing about the other components.

\section{The quantities compared}

Hartree atomic units are used. Occupations $f_i$ are fixed, there is a gap, and the orbitals are real. They are expanded in functions $\chi_\mu(\mathbf r;R)$ that may move with the nuclei but are otherwise the same in every cycle compared. Let $E_{\rm Hxc}[n]$ be the Hartree plus exchange-correlation energy, $v[n]=\delta E_{\rm Hxc}/\delta n$ its potential, and $K=\delta v/\delta n$ its symmetric kernel. Write $v_{\rm in}=v[n_{\rm in}]$ and
\begin{equation}
\Delta n=n_{\rm out}-n_{\rm in},\qquad \delta v=v[n_{\rm out}]-v[n_{\rm in}] .
\end{equation}
With $h$ the matrix of kinetic energy and nuclear attraction, $S$ the overlap and $V_{\mu\nu}=\int\chi_\mu v_{\rm in}\chi_\nu\,d^3r$, one cycle solves
\begin{equation}
(h+V)c_i=\varepsilon_iSc_i,\qquad c_i^TSc_i=1 .
\label{eq:eig}
\end{equation}
The output density matrix is $D=\sum_if_ic_ic_i^T$, and $W=\sum_if_i\varepsilon_ic_ic_i^T$.

Two energies can be formed. The Harris energy is
\begin{equation}
E_{\rm H}=\sum_if_i\varepsilon_i-\int v_{\rm in}n_{\rm in}\,d^3r+E_{\rm Hxc}[n_{\rm in}]+E_{nn},
\label{eq:harris}
\end{equation}
with $E_{nn}$ the nuclear repulsion. The Kohn-Sham energy of the output orbitals contains ${\rm tr}(Dh)=\sum_if_i\varepsilon_i-\int v_{\rm in}n_{\rm out}\,d^3r$, so that
\begin{equation}
E_{\rm KS}=\sum_if_i\varepsilon_i-\int v_{\rm in}n_{\rm out}\,d^3r+E_{\rm Hxc}[n_{\rm out}]+E_{nn}.
\label{eq:ks}
\end{equation}

The uncorrected force is the Hellmann-Feynman force plus the Pulay force, the latter formed with the Hamiltonian $H_{\rm in}$ that produced the orbitals:
\begin{equation}
F=-\int n_{\rm out}\frac{\partial v_{\rm ext}}{\partial R}d^3r-\frac{dE_{nn}}{dR}
-2\sum_if_i\int(\partial_c\psi_i)(H_{\rm in}-\varepsilon_i)\psi_i\,d^3r .
\label{eq:force}
\end{equation}
Here $\partial_c\psi_i=\sum_\mu c_{\mu i}\,\partial\chi_\mu/\partial R$ is the change of the orbital at fixed coefficients. Let $\partial_Dn_{\rm out}=\sum_{\mu\nu}D_{\mu\nu}\,\partial(\chi_\mu\chi_\nu)/\partial R$. For basis functions smooth enough that the kinetic operator may be moved from one factor to the other, collecting matrix elements gives
\begin{equation}
F=-\Big[{\rm tr}\Big(D\frac{dh}{dR}\Big)+\int v_{\rm in}\,\partial_Dn_{\rm out}\,d^3r-{\rm tr}\Big(W\frac{dS}{dR}\Big)+\frac{dE_{nn}}{dR}\Big].
\label{eq:matrixforce}
\end{equation}

\section{Example: a distorted H$_6$ ring}

Six hydrogen atoms form a planar regular hexagon of side 2.0 bohr, and atom 1 is then moved outward by 0.2 bohr. The coordinate $R$ is its radial position. The level is spin-restricted LDA (Slater exchange, VWN correlation) in the 6-31G basis of 12 functions. Errors below are relative to self-consistency at this level; errors of the functional and of the basis are separate. The atom-centred functions give a Pulay force, as does the linearized augmented-plane-wave (LAPW) basis discussed at the end. The first-order force error derived below does not require one: it also appears in a basis that does not move.

At self-consistency the two parts of (\ref{eq:force}) are
\begin{equation}
F_*=0.026653-0.048268=-0.021615\ \text{hartree/bohr},
\end{equation}
or $-1.11$ eV/\AA. The negative sign means that the force points inward, towards the centre of the ring. Minus the finite-difference slope of the self-consistent energy is $-0.021618$ hartree/bohr.

The input density matrix is now $D_*+\lambda(D_{\rm at}-D_*)$, where $D_*$ is self-consistent and $D_{\rm at}$ superposes six free hydrogen atoms. The residual is measured by $\rho=\int|\Delta n|\,d^3r$. Energy errors are in hartree and force errors in hartree/bohr.

\begin{center}
\begin{tabular}{ccccc}
$\lambda$ & $\rho$ & $E_{\rm H}-E_*$ & $E_{\rm KS}-E_*$ & $F-F_*$\\
\hline
1 & 0.624 & $-2.65\times10^{-3}$ & $5.74\times10^{-4}$ & $-8.27\times10^{-3}$\\
1/8 & 0.0780 & $-3.74\times10^{-5}$ & $8.92\times10^{-6}$ & $-1.06\times10^{-3}$\\
1/32 & 0.0195 & $-2.30\times10^{-6}$ & $5.57\times10^{-7}$ & $-2.66\times10^{-4}$\\
1/64 & 0.00974 & $-5.73\times10^{-7}$ & $1.39\times10^{-7}$ & $-1.33\times10^{-4}$
\end{tabular}
\end{center}

The last step halves the residual. The Harris error falls by $2.300/0.5733=4.01$, the Kohn-Sham error by $5.565/1.391=4.00$, and the force error by $2.661/1.331=2.00$. The energy errors are second order in the residual and the force error is first order.

The consequence for a stopping criterion follows from the last row. Along this family of inputs,
\begin{align}
\frac{|E_{\rm H}-E_*|}{\rho^2}&\simeq\frac{5.733\times10^{-7}}{(9.744\times10^{-3})^2}=6.04\times10^{-3},\\
\frac{|F-F_*|}{\rho}&\simeq\frac{1.331\times10^{-4}}{9.744\times10^{-3}}=1.37\times10^{-2},
\end{align}
in atomic units. Eliminating $\rho$ gives
\begin{equation}
|F-F_*|\simeq1.37\times10^{-2}\sqrt{\frac{|E_{\rm H}-E_*|}{6.04\times10^{-3}}} .
\end{equation}
An energy error of $10^{-6}$ hartree thus goes with a force error of $1.8\times10^{-4}$ hartree/bohr. Reducing the energy error a hundredfold reduces the force error only tenfold. The coefficients belong to this direction of the residual; the square root is the general feature wherever both leading coefficients are nonzero.

\section{The general statement}

Let $J=\delta n_{\rm out}/\delta n_{\rm in}$ at self-consistency, and let $1-J$ have a bounded inverse, so that, for inputs near $n_*$, a small residual implies a small input error (another self-consistent solution also has zero residual). Let all quantities depend smoothly on $R$ and $n_{\rm in}$. Then, under the conditions of the second section,
\begin{align}
E_{\rm H}-E_*&=O(\Delta n^2),\qquad E_{\rm KS}-E_*=O(\Delta n^2),\label{eq:energylaw}\\
F-F_*&=\int\delta v\,\frac{dn_*}{dR}\,d^3r+O(\Delta n^2).\label{eq:forcelaw}
\end{align}

\subsection{Proof for the energies}

Vary $n_{\rm in}$ at fixed $R$. First-order perturbation theory gives $\delta\sum_if_i\varepsilon_i=\int n_{\rm out}\,\delta v_{\rm in}\,d^3r$. The variation of (\ref{eq:harris}) is therefore
\begin{align}
\delta E_{\rm H}&=\int\big[n_{\rm out}\delta v_{\rm in}-n_{\rm in}\delta v_{\rm in}-v_{\rm in}\delta n_{\rm in}+v_{\rm in}\delta n_{\rm in}\big]d^3r\nonumber\\
&=\int\Delta n\,\delta v_{\rm in}\,d^3r=\int\Delta n\,(K\delta n_{\rm in})\,d^3r ,
\label{eq:stationary}
\end{align}
which vanishes at $\Delta n=0$. To find the quadratic term, follow the path $n_{\rm in}=n_*+se$ from $s=0$ to $1$. On it $n_{\rm out}=n_*+sJe+O(s^2e^2)$, hence $\Delta n=-s(1-J)e+O(s^2e^2)$. Inserting this in (\ref{eq:stationary}), using the symmetry of $K$ and integrating $\int_0^1s\,ds=\tfrac12$, one finds
\begin{equation}
E_{\rm H}-E_*=-\frac12\int e\,K(1-J)e\,d^3r+O(e^3).
\label{eq:quad}
\end{equation}
Since $e=-(1-J)^{-1}\Delta n$ to leading order, this is second order in the residual.

Subtracting (\ref{eq:harris}) from (\ref{eq:ks}) and expanding $E_{\rm Hxc}$ about $n_{\rm in}$ gives
\begin{align}
E_{\rm KS}-E_{\rm H}&=E_{\rm Hxc}[n_{\rm out}]-E_{\rm Hxc}[n_{\rm in}]-\int v_{\rm in}\Delta n\,d^3r\nonumber\\
&=\frac12\int\Delta n\,K\Delta n\,d^3r+O(\Delta n^3)
=\frac12\int\delta v\,\Delta n\,d^3r+O(\Delta n^3),
\label{eq:gap}
\end{align}
because $\delta v=K\Delta n+O(\Delta n^2)$. The Kohn-Sham error is thus second order as well. In the ring at $\lambda=1/64$, the ratio of the left side of (\ref{eq:gap}) to $\frac12\int\delta v\,\Delta n\,d^3r$ is 1.0006.

\subsection{The complete derivative of the Harris energy}

Now let $R$ change, and let $n_{\rm in}(R)$ be any smooth family of inputs. Differentiate $c_i^T(h+V-\varepsilon_iS)c_i=0$. The terms with $dc_i$ vanish by (\ref{eq:eig}), and normalization leaves
\begin{equation}
\frac{d\varepsilon_i}{dR}=c_i^T\Big(\frac{dh}{dR}+\frac{dV}{dR}-\varepsilon_i\frac{dS}{dR}\Big)c_i .
\end{equation}
The matrix $V$ changes because the basis moves and because the potential changes:
\begin{equation}
{\rm tr}\Big(D\frac{dV}{dR}\Big)=\int v_{\rm in}\,\partial_Dn_{\rm out}\,d^3r+\int n_{\rm out}\frac{dv_{\rm in}}{dR}\,d^3r .
\end{equation}
Sum over occupied orbitals and differentiate the other terms of (\ref{eq:harris}). The two terms $\mp\int v_{\rm in}(dn_{\rm in}/dR)\,d^3r$ cancel, and comparison with (\ref{eq:matrixforce}) gives
\begin{equation}
-\frac{dE_{\rm H}}{dR}=F-\int\Delta n\,\frac{dv_{\rm in}}{dR}\,d^3r .
\label{eq:identity}
\end{equation}
No expansion in $\Delta n$ has been made. For superposed atoms that move with their nuclei, the right side is
\begin{equation}
-0.029889-(-0.006243)=-0.023646\ \text{hartree/bohr},
\end{equation}
and a finite difference of the Harris energy gives $-0.023648$ hartree/bohr. This consistent derivative still differs from $F_*$ by $-0.0020$ hartree/bohr. One value does not fix an order; by (\ref{eq:quad}) the order depends on how $e$ changes with $R$. When $e$ itself changes with $R$, differentiation gives $-dE_{\rm H}/dR-F_*=\frac12\int[e'K(1-J)e+eK(1-J)e']\,d^3r+O(e^2)$ with $e'=de/dR$, which is linear in $e$ unless $e'$ is itself $O(e)$ or the integral vanishes. Being the derivative of an approximate energy therefore does not by itself make a force second-order accurate. If $e$ and $e'$ shrink together, as when the input is $n_*(R)+\lambda[n_{\rm at}(R)-n_*(R)]$ at every geometry and $\lambda\to0$, the error is second order. For this family $dn_{\rm in}/dR$ contains $dn_*/dR$, which a single cycle at one geometry does not supply; for plain superposed atoms $dn_{\rm in}/dR$ is known from the atomic densities alone.

\subsection{Proof for the force}

A one-variable model shows the reason. Let $E(x,R)=E_*(R)+\frac12k[x-x_*(R)]^2$. At fixed $x$,
\begin{equation}
-\frac{\partial E}{\partial R}=F_*+k\,(x-x_*)\frac{dx_*}{dR}.
\end{equation}
The energy error is quadratic, but its stationary point moves with $R$, and differentiation lowers the order by one. If $x$ follows $x_*(R)$ at constant distance, the linear term disappears.

The same choice proves (\ref{eq:forcelaw}). At the geometry of interest the input is $n_*+e$. Extend it to neighbouring geometries by
\begin{equation}
n_{\rm in}(R')=n_*(R')+e,\qquad e\ \text{independent of }R' .
\end{equation}
Only the kernel in (\ref{eq:quad}) then depends on $R'$, so the derivative of $E_{\rm H}-E_*$ is $O(e^2)$. Since $dn_{\rm in}/dR=dn_*/dR$, the potential changes as $dv_{\rm in}/dR=K[n_{\rm in}]\,dn_*/dR$. Equation (\ref{eq:identity}) becomes
\begin{equation}
F-\int(K[n_{\rm in}]\Delta n)\frac{dn_*}{dR}\,d^3r=F_*+O(e^2).
\end{equation}
Replacing $K[n_{\rm in}]\Delta n$ by $\delta v$ costs $O(\Delta n^2)$, which gives (\ref{eq:forcelaw}). The force $F$ at the given geometry does not depend on how the input was extended, so the result is general. It confirms (\ref{eq:guess}) with coefficient $+1$.

\section{Correcting the force}

The response $dn_*/dR$ is usually unavailable during a cycle. With a model response,
\begin{equation}
F_{\rm corr}=F-\int\delta v\,\frac{dn_{\rm mod}}{dR}\,d^3r,
\end{equation}
and (\ref{eq:forcelaw}) gives the remaining error
\begin{equation}
F_{\rm corr}-F_*=\int\delta v\Big(\frac{dn_*}{dR}-\frac{dn_{\rm mod}}{dR}\Big)d^3r+O(\Delta n^2).
\end{equation}
Rigidly moving atomic densities generally reduce the prefactor at best; they do not change the order. At $\lambda=1/64$ they lower the ring's force error from $1.33\times10^{-4}$ to $2.39\times10^{-5}$ hartree/bohr in magnitude, a factor of 5.6, while the measured order stays at 1.00. With $dn_*/dR$ taken from separately converged displaced rings, the error is below $4\times10^{-9}$ hartree/bohr (at this size the finite-difference step and the quadrature affect the second digit) and the order, measured between $\lambda=1/8$ and $1/16$, is 2.01.

\section{What happens in an actual cycle}

Start from superposed atoms and add 30\% of the residual to the input at each iteration. Successive Harris energies first differ by less than $10^{-6}$ hartree at iteration 9. The energy error is then $-3.4\times10^{-7}$ hartree. The force error is $-4.6\times10^{-5}$ hartree/bohr, or $-2.4\times10^{-3}$ eV/\AA, which is 0.2\% of $F_*$. Whether that is acceptable depends on the use: it is harmless for a coarse relaxation here, but not for a small difference of forces.

The first-order law does not imply a steady decrease, because mixing changes the shape of the residual as well as its size. The force error is $-9.5\times10^{-5}$ hartree/bohr at iteration 8, $+1.5\times10^{-6}$ at iteration 12 and $+4.3\times10^{-6}$ at iteration 16. It passes through zero and then grows, although $\rho$ falls from $5.0\times10^{-3}$ to $1.1\times10^{-3}$ between the last two. At iteration 12 the atomic correction even makes the force worse, with an error of $-8.1\times10^{-6}$ hartree/bohr. By iteration 20 the uncorrected error has fallen again to $+1.7\times10^{-6}$ hartree/bohr, so it passes through a maximum between iterations 12 and 20, and there the change from one iteration to the next reverses sign while the error does not. One small force change is therefore weak evidence of convergence; the residual should be small too.

The Harris error also changes sign, from $-1.0\times10^{-6}$ hartree at iteration 8 to $+2.0\times10^{-9}$ at iteration 12. Equation (\ref{eq:quad}) permits this. The input acts only through its potential, so $J=\chi K$ with $\chi=\delta n_{\rm out}/\delta v_{\rm in}$. Second-order perturbation theory makes $\chi$ negative semidefinite when the occupied levels lie below the empty ones. Then $\int eK(1-J)e\,d^3r=\int eKe\,d^3r-\int(Ke)\chi(Ke)\,d^3r$, and the second contribution is never negative, so to leading order a positive Harris error needs $\int eKe\,d^3r<0$. This is possible because $K$ combines a positive Coulomb kernel with a negative LDA exchange-correlation kernel. The Harris energy is not a bound.

\section{Conditions in LAPW}

Suppose the LAPW radial functions are regenerated in each cycle from the spherical input potential. The basis then changes with $n_{\rm in}$, and (\ref{eq:stationary}) acquires the term
\begin{equation}
2\sum_if_i\int(\delta_c\psi_i)(H_{\rm in}-\varepsilon_i)\psi_i\,d^3r ,
\end{equation}
where $\delta_c\psi_i$ is the orbital change at fixed coefficients. In an incomplete basis it need not vanish at $\Delta n=0$, so even the energy can have a first-order error. The theorem applies directly when the radial functions are held fixed between the cycles compared.

At the muffin-tin spheres the kinetic operator cannot always be moved freely between factors. LAPW functions are ideally matched there in value and slope, but their second derivative jumps, so $\partial\chi_\mu/\partial R$ has a kink and moving the kinetic operator onto it costs a surface term. With the operator acting on $\psi_i$, as written in (\ref{eq:force}), none arises, because $\partial_c\psi_i$ and $\nabla\psi_i$ are both continuous across the sphere. For functions matched in value only, the Pulay term of (\ref{eq:force}) itself needs a surface term. Core states solved in the spherical potential alone do not obey (\ref{eq:eig}) and need their own force term. Where these contributions arise, they must be present before (\ref{eq:forcelaw}) is used; they are not corrections for an unconverged density.

The expansion also loses its value near an instability, where $1-J$ is nearly singular and a small $\Delta n$ can hide a large $e$. Where two levels of different occupation cross, the gap closes, $n_{\rm out}$ need not be a smooth function of the input, and the proof does not apply. The numerical output lists the complete scan and every fourth mixing iteration up to 20, with the superposed-atom input counted as iteration 0.

\section*{Numbers as computed}
\begin{verbatim}
Ring spacing 2.0 bohr, atom 1 outward shift 0.2 bohr
Difference step 0.005 bohr; basis functions 12
Self-consistent energy -3.33441754 Ha
HOMO-LUMO gap 0.30474 Ha
Converged force on atom 1, x: -0.021615 Ha/bohr
  same in eV/Angstrom: -1.1115
  Hellmann-Feynman part 0.026653 Ha/bohr
  Pulay part -0.048268 Ha/bohr
  minus slope of SCF energy -0.021618 Ha/bohr
Input = superposed atoms (fraction 1), forces in Ha/bohr:
  HF + Pulay force -0.029889
  residual term -0.006243
  force minus residual term -0.023646
  minus slope of Harris energy -0.023648
Scan A: fraction, residual int|dn| (electrons),
  errors of Harris energy, KS energy (Ha), force (Ha/bohr)
  1.000000 6.24066e-01 -2.648e-03 5.741e-04 -8.274e-03
  0.500000 3.11995e-01 -6.319e-04 1.434e-04 -4.200e-03
  0.250000 1.55960e-01 -1.528e-04 3.576e-05 -2.115e-03
  0.125000 7.79659e-02 -3.744e-05 8.922e-06 -1.062e-03
  0.062500 3.89788e-02 -9.255e-06 2.228e-06 -5.317e-04
  0.031250 1.94883e-02 -2.300e-06 5.565e-07 -2.661e-04
  0.015625 9.74386e-03 -5.733e-07 1.391e-07 -1.331e-04
Scan B: fraction, predicted first-order force error, error left
  after atomic correction, after true correction (Ha/bohr)
  1.000000 -8.288e-03 -1.686e-03 1.454e-05
  0.500000 -4.203e-03 -8.105e-04 3.649e-06
  0.250000 -2.116e-03 -3.944e-04 9.227e-07
  0.125000 -1.062e-03 -1.940e-04 2.318e-07
  0.062500 -5.318e-04 -9.615e-05 5.764e-08
  0.031250 -2.661e-04 -4.785e-05 1.411e-08
  0.015625 -1.331e-04 -2.387e-05 3.357e-09
Measured order in the residual (dimensionless):
  Harris energy: 2.004
  Kohn-Sham energy: 2.000
  uncorrected force: 0.999
  force corrected, atomic dn/dR: 1.003
  force corrected, true dn/dR: 2.008
Force error / prediction, smallest fraction: 1.0000
(E_KS-E_H) / half int dv dn, smallest fraction: 1.0006
Mixing cycle, mixing factor 0.3: iteration, residual (el.),
  Harris error (Ha), force error, atom-corrected (Ha/bohr)
   0 6.241e-01 -2.648e-03 -8.274e-03 -1.686e-03
   4 1.179e-01 -5.940e-05 -1.017e-03 -2.983e-04
   8 2.342e-02 -1.045e-06 -9.461e-05 -4.978e-05
  12 4.952e-03 2.026e-09 1.511e-06 -8.115e-06
  16 1.110e-03 1.803e-09 4.332e-06 -1.284e-06
  20 2.577e-04 1.505e-10 1.693e-06 -1.947e-07
Fitted powers, iterations 4-20: E 2.102, F 1.034
Energy change first below 1e-06 Ha: iteration 9
  energy error there -3.394e-07 Ha
  force error there -4.594e-05 Ha/bohr
  same in eV/Angstrom: -2.362e-03
\end{verbatim}
